# Switching charge of a memristor with the quadratic Joglekar window

## The problem

A memristor film of thickness \(D\) lies between two electrodes. A fraction \(x\) of its thickness is doped with mobile positive ions and conducts well; the rest is undoped and conducts poorly. The two parts are in series, so the resistance is

\[
M(x)=R_{\rm on}\,x+R_{\rm off}\,(1-x),\qquad R_{\rm off}>R_{\rm on}.
\]

In the linear-drift model the boundary between the parts moves at the drift speed of ions in the doped part, multiplied by a window \(f(x)\) that stops it at the electrodes:

\[
\frac{dx}{dt}=\frac{\mu R_{\rm on}}{D^2}\,i(t)\,f(x),\qquad f(x)=1-(2x-1)^2 .
\]

Here \(\mu\) is the ion mobility and \(i(t)\) the current, positive when it enlarges the doped part. This \(f\) is the Joglekar window \(1-(2x-1)^{2p}\) with \(p=1\). Take \(\mu\), \(D\) and \(R_{\rm on}\) as constant, let there be no threshold, and use the same window for both signs of current. The initial state \(x_0\) lies strictly between 0 and 1.

(a) Without the window, \(f=1\), find the charge \(Q\) that takes \(x\) from 0 to 1.

(b) With the window, find \(x\) as a function of the net charge \(q\) passed since the state was \(x_0\).

(c) Find the charge, in units of \(Q\), that takes \(x\) from 0.01 to 0.99. Compare it with the charge for the same move without the window.

(d) What happens to this charge as the limits approach 0 and 1?

(e) Evaluate the result for a titanium dioxide film with the rough parameters given in the solution, and judge which neglected effects matter.

## Hints

1. For (a), integrate over time. The integral of the current is the charge that has passed through the terminals, carried mostly by electrons; it is not the charge of the displaced ions.
2. Factor the window before integrating.
3. Look for a function of \(x\) whose time derivative is proportional to \(i(t)\) alone. This avoids dividing by the current, which may pass through zero.
4. For (c), use the symmetry of the limits about \(x=1/2\).
5. For (e), compare the distance ions diffuse during the pulse with the film thickness.

## Full solution

### (a) The unit of charge

The field in the doped part is its voltage divided by its length. The voltage is \(R_{\rm on}x\,i\) and the length is \(xD\), so the field is \(R_{\rm on}i/D\), independent of \(x\). Ions drift at \(\mu R_{\rm on}i/D\). This is the speed \(D\,dx/dt\) of the boundary, which explains the factor \(1/D^2\) in the equation of motion.

With \(f=1\), integration over time gives

\[
x-x_0=\frac{\mu R_{\rm on}}{D^2}\int_0^t i(t')\,dt'=\frac{\mu R_{\rm on}}{D^2}\,q .
\]

Setting \(x-x_0=1\) gives

\[
Q=\frac{D^2}{\mu R_{\rm on}} .
\]

The equation with the window becomes \(dx/dt=i f(x)/Q\). It contains no physical constant, so it has the same form in atomic units as in any other consistent system.

### (b) The state as a function of charge

Expand the window:

\[
f(x)=1-(4x^2-4x+1)=4x-4x^2=4x(1-x).
\]

It vanishes at both electrodes and has its maximum, 1, at \(x=1/2\). The windowed boundary is therefore slower than the unwindowed one at the same current, except at the midpoint, where the speeds agree.

For \(0<x<1\) we may divide by \(x(1-x)\):

\[
\frac{1}{x(1-x)}\frac{dx}{dt}=\frac{4\,i(t)}{Q}.
\]

The fraction on the left splits as

\[
\frac1{x(1-x)}=\frac{(1-x)+x}{x(1-x)}=\frac1x+\frac1{1-x}.
\]

Its integral is \(\ln x-\ln(1-x)\); the minus sign comes from the derivative of \(1-x\). Hence

\[
\frac{d}{dt}\ln\frac{x}{1-x}=\frac{4\,i(t)}{Q}.
\]

Integrating from the initial time,

\[
\ln\frac{x}{1-x}-\ln\frac{x_0}{1-x_0}=\frac{4q}{Q}.
\]

Exponentiate and take the reciprocal:

\[
\frac{1-x}{x}=\frac{1-x_0}{x_0}\,e^{-4q/Q}.
\]

The left side equals \(1/x-1\), so

\[
\boxed{\,x(q)=\frac{1}{1+\dfrac{1-x_0}{x_0}\,e^{-4q/Q}}\,}
\]

This is a logistic function of charge. For finite \(q\) the denominator is finite and greater than 1, so \(x\) stays between 0 and 1 and the division made above remains valid.

The waveform enters only through its integral \(q\). Two pulses of different shape but equal net charge lead to the same state, and a reversed current retraces the same curve. As a test, the equation of motion was integrated in time from \(x_0=0.05\) for 0.6 s, with the film parameters of part (e) and the sign-changing current

\[
i(t)=20\ \mu{\rm A}\,\left[0.4+1.5\sin\!\left(\frac{2\pi t}{0.3\ {\rm s}}\right)\right].
\]

The largest absolute difference in \(x\) from the logistic formula was \(1.4\times10^{-9}\).

Two limits show how the state moves. When \(x\ll1\) throughout, \(1-x\approx1\) and

\[
x\approx x_0\,e^{4q/Q}.
\]

The boundary leaves the electrode exponentially in charge, because its speed is proportional to its distance from the electrode. For a small charge, \(|q|\ll Q\), expansion about any \(x_0\) gives instead

\[
x\approx x_0+4x_0(1-x_0)\frac{q}{Q}.
\]

At \(x_0=1/2\) the coefficient is 1, the unwindowed response.

### (c) The charge from 0.01 to 0.99

Solve the logarithmic relation for the charge between \(x_0\) and \(x_1\):

\[
\frac qQ=\frac14\left[\ln\frac{x_1}{1-x_1}-\ln\frac{x_0}{1-x_0}\right].
\]

At the upper limit the ratio is \(0.99/0.01=99\). At the lower limit it is \(1/99\), whose logarithm is \(-\ln99\). The two contributions add:

\[
\frac qQ=\frac14(\ln99+\ln99)=\frac12\ln99=\frac{4.59512}{2}=2.298\approx2.30 .
\]

Moving from 0.01 to 0.99 thus needs 2.30 units of the unwindowed full-switching charge. The unit refers to the complete move from 0 to 1. Without the window, the move from 0.01 to 0.99 takes \(0.98\,Q\), so for equal moves the window raises the charge by a factor \(2.298/0.98=2.34\).

The extra charge is spent mainly near the electrodes. Starting from 0.01, the state develops as follows:

| Charge passed | State \(x\) |
|---|---|
| \(0.5\,Q\) | 0.069 |
| \(1.0\,Q\) | 0.355 |
| \(1.5\,Q\) | 0.803 |
| \(2.0\,Q\) | 0.968 |

The middle part, from 0.1 to 0.9, costs \(\tfrac12\ln9=1.099\) units. The two outer parts together cost \(2.298-1.099=1.199\) units, more than half the total, although they make up only 0.18 of the 0.98 travelled.

### (d) Approaching the electrodes

For limits \(\delta\) and \(1-\delta\), with \(0<\delta<1/2\), the same steps give

\[
\frac{q}{Q}=\frac12\ln\frac{1-\delta}{\delta}.
\]

This diverges as \(\delta\to0\): no finite charge completes the switch. The divergence is slow. For small \(\delta\), \(1-\delta\approx1\), and reducing \(\delta\) tenfold adds about \(\tfrac12\ln10\approx1.15\) units. From 0.001 to 0.999 the charge is 3.45 units.

The same feature gives the model a memory of overdriving. Pushing the state from 0.99 on to 0.999 takes half the difference between the two symmetric charges, \((3.453-2.298)/2=0.578\) units, and this charge must be returned before \(x\) is back at 0.99. A device placed at \(x=0\) or \(x=1\) stays there for any current, since \(f=0\). This follows from using one window for both current directions; it is not a general property of ionic conductors.

### (e) A titanium dioxide film

Take a film 20 nm thick in a square cell of side 100 nm. The mobile ions are oxygen vacancies of charge \(ze\) with \(z=2\). Rough model values are \(\mu=10^{-10}\) cm²/Vs, \(R_{\rm on}=10\) kΩ and \(R_{\rm off}=50\) kΩ. The current is a constant 20 µA and the temperature 300 K.

With \(D=2\times10^{-6}\) cm,

\[
Q=\frac{(2\times10^{-6})^2}{10^{-10}\times10^4}\ {\rm C}=4\times10^{-6}\ {\rm C}=4\ \mu{\rm C}.
\]

The switching charge and the pulse time are

\[
q=2.298\times4\ \mu{\rm C}=9.19\ \mu{\rm C},\qquad
t=\frac{9.19\ \mu{\rm C}}{20\ \mu{\rm A}}=0.46\ {\rm s}.
\]

At \(x=0.01\) the resistance is \(0.1+49.5=49.6\) kΩ, and at \(x=0.99\) it is \(9.9+0.5=10.4\) kΩ. The voltage therefore falls from 0.99 V to 0.21 V during the pulse.

**Diffusion.** In equilibrium in a uniform field \(E\), the vacancy density varies as \(n\propto e^{zeEy/kT}\), with \(y\) measured along the field. The drift flux \(n\mu E\) must balance the diffusion flux \(D_v\,dn/dy=D_v n\,zeE/kT\). Hence

\[
D_v=\frac{\mu kT}{ze}=\frac{10^{-10}\times0.02585}{2}\ \frac{{\rm cm}^2}{\rm s}=1.29\times10^{-12}\ \frac{{\rm cm}^2}{\rm s}.
\]

In one dimension, and ignoring the electrodes, an initially sharp distribution acquires the standard deviation

\[
\sigma=\sqrt{2D_vt}=10.9\ {\rm nm}=0.545\,D .
\]

A sharp boundary is thus a poor description of this pulse. To see what controls the ratio, insert \(t=(q/Q)\,D^2/(\mu R_{\rm on}i)\):

\[
\frac{\sigma}{D}=\sqrt{\frac{2kT}{ze\,R_{\rm on}i}\,\frac qQ}.
\]

Mobility and thickness have cancelled. As long as drift is linear and all ions feel the same field, what counts is the voltage \(R_{\rm on}i=0.2\) V relative to \(kT/e=25.85\) mV. Taken literally, the formula gives \(\sigma/D=0.1\) at a voltage larger by \((0.545/0.1)^2\approx30\), about 6 V, but it no longer holds there. That voltage means 3 MV/cm in the doped part and 15 MV/cm in the undoped part, far above the rough breakdown field of 1 MV/cm assumed here, and a power about 900 times larger. Drift is also no longer linear. In the hopping model introduced below, the variance grows at the rate \(2\Gamma a^2\cosh u\) while the mean moves at \(2\Gamma a\sinh u\), so \(\sigma/D=\sqrt{(a/D)(q/Q)\coth u}\). This reduces to the formula above for small \(u\), but it never falls below \(\sqrt{(a/D)(q/Q)}=0.19\) at any voltage.

Diffusion also acts after the pulse. With no bias, \(\sigma\) reaches the film thickness after \(D^2/(2D_v)=1.5\) s. A boundary inside the film is lost sooner than that. Between electrodes that block the ions, the slowest density variation, \(\cos(\pi y/D)\), decays with the time constant \(D^2/(\pi^2D_v)=0.31\) s. These times treat the vacancies as independent particles. They are charged and drag mobile electrons along; when the screening length is short compared with the film and the electrons are not degenerate, the effective diffusivity is \((1+z)D_v\), which shortens 0.31 s to about 0.10 s. The times given here are therefore upper estimates. With this constant mobility the cell would not keep the position of a boundary.

The resistance need not fade with it. Blocking electrodes conserve the number of ions, whereas the model, with its constant doping, has 99 times as many ions in the film at \(x=0.99\) as at \(x=0.01\). Such a switch needs an electrode that supplies ions, and how long the low resistance lasts depends on whether the ions can leave again.

**Field.** The field is 0.1 MV/cm in the doped part and \(R_{\rm off}i/D=0.5\) MV/cm in the undoped part, half the assumed breakdown field. Suppose ions hop a distance \(a=0.3\) nm with forward and backward rates \(\Gamma e^{\pm u}\), where \(u=zeaE/(2kT)\). Their mean speed is \(2\Gamma a\sinh u\), compared with \(2\Gamma a u\) in the linear regime. The enhancement \(\sinh u/u\) is 1.002 in the doped part and 1.057 in the undoped part, so linear drift is adequate on this count. A larger uncertainty lies in which field moves the boundary. If it were the undoped field, the linear speed would be five times larger and \(Q\) five times smaller. In a continuous profile the field follows the local doping. Suppose the conductivity rises linearly with the relative ion density \(c\), so that the ion flux is proportional to \(c/(0.2+0.8c)\). A level of given \(c\) then moves at \(0.2/(0.2+0.8c)^2\) times the model speed, from 5 times at \(c=0\) to 0.2 times at \(c=1\). For positive current the boundary spreads even without diffusion, to a half-width of about \(2D\) during this pulse if the electrodes are ignored, and a higher voltage does not prevent it. For negative current it sharpens, to about \(0.08\,D\). The estimate of \(\sigma\) above leaves out this asymmetry.

**Heat.** The power is greatest at the start: \((20\ \mu{\rm A})^2\times49.6\ {\rm k}\Omega=19.8\ \mu\)W. For uniform heating between ideally cooled electrodes, the temperature profile is a parabola with peak rise

\[
\Delta T=\frac{PD}{8\kappa A}\approx1.7\ {\rm K},
\]

where \(A\) is the cell area and \(\kappa=3\) W/(m K) a rough heat conductivity. With a migration energy \(E_a=0.6\) eV, the Arrhenius factor \(e^{-E_a/kT}\) of the mobility rises at the peak by a factor 1.14. Heating of the electrodes would add to this. Raising the whole device to 358 K has a much stronger effect: the Arrhenius factor grows 43-fold, which alone would lower \(Q\) to 0.093 µC. The mobility of hopping ions also contains a factor \(1/T\), which reduces the growth to 36-fold and gives \(Q=0.11\) µC. The ratio \(q/Q=2.30\) is unchanged as long as the mobility is uniform and constant during the pulse.

**The last layer.** At \(x=0.99\) the undoped layer is 0.2 nm thick, less than one ionic hop. For a 1 eV barrier tilted by the undoped field of 0.5 MV/cm, and the free electron mass, the WKB tunnelling factor through it is \(10^{-0.89}\approx0.13\), against about \(10^{-59}\) through the initial layer. At this width WKB gives only an order of magnitude: the exact transmission of a comparable rectangular barrier is 0.2 to 0.4 for electron kinetic energies of 0.1 to 5 eV, and a mass between 0.4 and 4 free-electron masses moves the WKB factor between 0.27 and 0.017. The barrier is also only an illustration: across the initial layer it would pass roughly \(10^{-19}\) A, not 20 µA, so it cannot be the conduction path behind \(R_{\rm off}=50\) kΩ. An ohmic undoped layer has no clear meaning at a thickness of 0.2 nm. The limits 0.01 and 0.99 are coordinates of a circuit model, not atomic positions.

**Use as a memory.** A memory must hold its state for far longer than it takes to write. If the state is stored as the position of a boundary, its decay time between blocking electrodes, 0.31 s, is shorter than the pulse itself. Even the longer spreading time \(D^2/(2D_v)\) exceeds the pulse time only by the factor \((D/\sigma)^2=1/0.545^2\approx3.4\). By the formula for \(\sigma/D\), this factor does not depend on the mobility, as long as the mobility is the same during and after the pulse. A much larger factor at a similar voltage is possible if the ions are far more mobile during the pulse than at rest, for example because of local heating. The 36-fold change in mobility for a rise of 58 K shows how far \(Q\) can move. Once mobility varies during the pulse, 2.30 is no longer a fixed ratio either. It is a property of the window and the chosen limits, useful for checking a circuit simulation, and not a design value for a memory cell.

## Variation 1: drive by voltage

*What constant voltage switches the same cell from 0.01 to 0.99 in the same time?*

The relevant quantity is the flux linkage \(\varphi=\int V\,dt\). Since \(V=Mi\) and \(i\,dt=dq=Q\,dx/[4x(1-x)]\),

\[
\varphi=\frac Q4\int_{x_0}^{x_1}\frac{R_{\rm on}x+R_{\rm off}(1-x)}{x(1-x)}\,dx
=\frac Q4\int_{x_0}^{x_1}\left[\frac{R_{\rm on}}{1-x}+\frac{R_{\rm off}}{x}\right]dx .
\]

The integration gives

\[
\varphi=\frac Q4\left[R_{\rm on}\ln\frac{1-x_0}{1-x_1}+R_{\rm off}\ln\frac{x_1}{x_0}\right].
\]

For our limits both logarithms equal \(\ln99\), so

\[
\varphi=1\ \mu{\rm C}\times4.595\times60\ {\rm k}\Omega=0.276\ {\rm V\,s}.
\]

A constant voltage \(V\) needs the time \(\varphi/V\). For 0.46 s this gives \(V=0.60\) V. The energy is \(Vq=5.5\ \mu\)J, equal to the energy \(i\varphi\) of the constant-current pulse, because both are \(q\varphi/t\) with the same \(q\), \(\varphi\) and \(t\).

The heating differs, however. At constant current the power \(i^2M\) falls as the cell switches. At constant voltage \(V^2/M\) rises, from about 7 µW to 35 µW, so the heating estimate of part (e) does not carry over.

Nor does the field estimate. The current grows from 12 to 58 µA, and the field in the undoped part, \(R_{\rm off}i/D\), rises from 0.30 to 1.44 MV/cm. It passes the assumed breakdown field of 1 MV/cm when \(M\) has fallen to 15 kΩ, at \(x=0.875\). For this film the last part of the constant-voltage pulse is therefore only a formal result.

## Variation 2: a flatter window

*How does the charge from 0.01 to 0.99 change for \(p=2\), and for large \(p\)?*

Put \(u=2x-1\), so that \(dx=du/2\) and the limits are \(\pm0.98\). The integrand is even in \(u\), which cancels the factor \(1/2\):

\[
\frac qQ=\int_{0.01}^{0.99}\frac{dx}{1-(2x-1)^{2p}}=\int_0^{0.98}\frac{du}{1-u^{2p}} .
\]

For \(p=1\) this is \(\operatorname{artanh}0.98=\tfrac12\ln(1.98/0.02)=\tfrac12\ln99\), as before. For \(p=2\), use

\[
\frac1{1-u^4}=\frac12\left[\frac1{1-u^2}+\frac1{1+u^2}\right],
\]

which gives

\[
\frac qQ=\frac12\left[\operatorname{artanh}0.98+\arctan0.98\right]=1.54 .
\]

As \(p\) grows, \(u^{2p}\) tends to zero uniformly on this interval, because \(u\le0.98\). The charge then tends to the unwindowed value 0.98; at \(p=10\) it is 1.03.

The divergence at the electrodes remains for every finite \(p\). Near \(x=0\), \((1-2x)^{2p}\approx1-4px\), so \(f\approx4px\), and the other end behaves alike. Once \(4p\delta\ll1\), each further decade in the margin \(\delta\) at both ends costs about \(2\ln10/(4p)=\ln10/(2p)\) units; before that it costs more, for example 0.124 instead of 0.115 from 0.01 to 0.001 at \(p=10\). A larger \(p\) therefore makes the final approach cheaper but still does not complete it with finite charge. The figure 2.30 belongs to the quadratic window and to the limits 0.01 and 0.99; the remaining values are in the numerical output.

## Numbers as computed

```
Film thickness: 20.0 nm
Cell side: 100 nm
Vacancy mobility: 1.0e-10 cm2/Vs
R_on, R_off: 10, 50 kohm
Current: 20 uA
Temperature: 300 K
Full unwindowed charge Q: 4.000 uC
ln 99: 4.59512
Charge 0.01 to 0.99, formula: 2.29756 Q
Charge 0.01 to 0.99, time integration: 2.29756 Q
Same move without window: 0.9800 Q
Ratio for the same move: 2.3444
Charge 0.1 to 0.9: 1.0986 Q
Charge 0.001 to 0.999: 3.4534 Q
Cost per further decade at both ends: 1.1517 Q
Charge 0.01 to 0.99, p=2: 1.5364 Q
Charge 0.01 to 0.99, p=10: 1.0320 Q
x after 0.5 Q from 0.01: 0.0695
x after 1.0 Q from 0.01: 0.3555
x after 1.5 Q from 0.01: 0.8030
x after 2.0 Q from 0.01: 0.9679
Largest x error, reversing current: 1.4e-09
Switching charge: 9.190 uC
Pulse time: 0.4595 s
Voltage at start, end: 0.992, 0.208 V
Flux linkage: 0.2757 V s
Pulse energy: 5.514 uJ
Vacancy charge number: 2
Thermal voltage kT/e: 25.85 mV
Vacancy diffusivity: 1.293e-12 cm2/s
Diffusive spread in pulse: 10.90 nm
Spread / thickness: 0.545
Unbiased time to spread over film: 1.547 s
Field, doped region: 0.100 MV/cm
Field, undoped region: 0.500 MV/cm
Rough breakdown field: 1.0 MV/cm
Undoped field / breakdown: 0.50
Ionic hop length: 0.30 nm
Hopping factor, doped: 1.0022
Hopping factor, undoped: 1.0571
Heat conductivity: 3.0 W/(m K)
Joule power at start: 19.84 uW
Peak temperature rise: 1.65 K
Migration activation energy: 0.60 eV
Mobility factor from heating: 1.136
Hot operation temperature: 358 K
Mobility factor when hot: 43.0
Q when hot: 0.0931 uC
Electron barrier: 1.0 eV
Undoped layer at start: 19.80 nm
Undoped layer at end: 0.20 nm
log10 WKB factor at start: -59.3
log10 WKB factor at end: -0.89
```
